**Total capacitance after an air-gap exchange**

When the permittivity of the gap material is divided by κ, the ratio of new to old total capacitance per length lies between 1/[1+p(κ−1)] and 1−p(1−1/κ). Here p is the fraction of the original field energy stored in the replaced material. The program encloses the capacitance of the stack before and after the exchange by minimising a potential energy and a dual flux energy with finite elements. It asserts that the calculated ratio lies between the two bounds, that each bound is attained in a parallel or series limit, and that p equals the logarithmic derivative of capacitance with respect to gap permittivity. It also asserts that the ratio rises as line-to-line fringe, grounded planes and a cap are added in turn. For the model stack with κ = 3, the capacitance falls from about 203 to 130 aF/µm, a ratio of 0.64 instead of 0.33. Replacing all the low-k material but keeping the cap gives 0.44 of the original capacitance.

## Numerical check

```python
# Result under test: lowering only the gap permittivity by a factor kappa gives
#   1/(1+p*(kappa-1)) <= C_new/C_old <= 1-p*(1-1/kappa),
# where C is total capacitance per length of a driven line and p is the
# original fraction of field energy in the replaced material.
# Also tested: d ln C / d ln eps_gap = p, and its integral over ln eps_gap.
# Alternate lines are driven, the others and both planes are grounded.
# Potential minimisation bounds C above; flux minimisation bounds C below.
# Algebra uses atomic units (4 pi epsilon_0 = 1); lengths are in angstrom.
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

step = 2.0
width, spacing, height = 100.0, 100.0, 200.0
below, above, cap_thickness = 200.0, 200.0, 50.0
eps_low, eps_cap, eps_air = 3.0, 5.0, 1.0
kappa = eps_low / eps_air
nx = round((width + spacing) / step)
ny = round((below + height + above) / step)
left = round(width / 2 / step)
right = round((width / 2 + spacing) / step)
bottom = round(below / step)
top = round((below + height) / step)
cap_top = round((below + height + cap_thickness) / step)

ix, iy = np.meshgrid(np.arange(nx), np.arange(ny), indexing="ij")
line_rows = (iy >= bottom) & (iy < top)
gap = line_rows & (ix >= left) & (ix < right)
metal = line_rows & ~gap
cap = (iy >= top) & (iy < cap_top)
surround = ~(gap | metal | cap)

node = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
elements = np.stack([node[:-1, :-1], node[1:, :-1],
                     node[1:, 1:], node[:-1, 1:]], axis=-1).reshape(-1, 4)
local_matrix = np.array([[4, -1, -2, -1], [-1, 4, -1, -2],
                         [-2, -1, 4, -1], [-1, -2, -1, 4]]) / 6.0


def minimise(weight, value, ties=()):
    """Minimise integral weight*|grad u|^2; return unweighted cell integrals."""
    label = np.arange(node.size)
    for group in ties:
        label[group] = group[0]
    flat = weight.ravel()
    active = flat > 0
    conn = label[elements[active]]
    rows = np.repeat(conn, 4, axis=1).ravel()
    cols = np.tile(conn, (1, 4)).ravel()
    data = (flat[active, None] * local_matrix.ravel()).ravel()
    matrix = coo_matrix((data, (rows, cols)),
                        shape=(node.size, node.size)).tocsr()
    value = value.ravel()
    free = np.flatnonzero(np.isnan(value) & (matrix.diagonal() > 0))
    u = np.where(np.isnan(value), 0.0, value)
    rhs = -(matrix @ u)[free]
    factor = splu(matrix[free][:, free].tocsc(),
                  permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options={"SymmetricMode": True})
    u[free] = factor.solve(rhs)
    local = u[label][elements]
    return np.sum((local @ local_matrix) * local, axis=1).reshape(nx, ny)


def permittivity(gap_value, surround_value=eps_low, cap_value=eps_cap):
    eps = np.zeros((nx, ny))
    eps[gap], eps[surround], eps[cap] = gap_value, surround_value, cap_value
    return eps


def potential_bound(eps, planes=True):
    value = np.full(node.shape, np.nan)
    if planes:
        value[:, 0] = value[:, -1] = 0.0
    value[:left + 1, bottom:top + 1] = 1.0
    value[right:, bottom:top + 1] = 0.0
    energy = eps * minimise(eps, value)
    return 2 * energy.sum() / (4 * np.pi), energy / energy.sum()


def flux_bound(eps, planes=True):
    inverse = np.divide(1.0, eps, out=np.zeros_like(eps), where=eps > 0)
    value = np.full(node.shape, np.nan)
    value[0, :bottom + 1] = 0.0
    value[0, top:] = 1.0
    ties = ()
    if planes:
        ties = (node[-1, :bottom + 1], node[-1, top:])
    else:
        value[:, 0] = value[-1, :bottom + 1] = 0.0
        value[:, -1] = value[-1, top:] = 1.0
    resistance = np.sum(inverse * minimise(inverse, value, ties))
    return 2 / resistance / (4 * np.pi)


def capacitance(eps, planes=True):
    upper, share = potential_bound(eps, planes)
    lower = flux_bound(eps, planes)
    assert lower <= upper * (1 + 1e-9)
    assert (upper - lower) / upper < 0.02  # finite mesh at metal corners
    return (lower + upper) / 2, lower, upper, share


old, old_lo, old_hi, old_share = capacitance(permittivity(eps_low))
new, new_lo, new_hi, new_share = capacitance(permittivity(eps_air))
ratio = new / old
p = old_share[gap].sum()
p_new = new_share[gap].sum()
series_bound = 1 / (1 + p * (kappa - 1))
parallel_bound = 1 - p * (1 - 1 / kappa)
assert series_bound < ratio < parallel_bound
assert new_lo / old_hi > 1 / kappa
assert p_new < p

# Derivative and integral use flux solutions for C, potential solutions for p.
delta = 0.02
c_plus = flux_bound(permittivity(eps_low * np.exp(delta)))
c_minus = flux_bound(permittivity(eps_low * np.exp(-delta)))
slope = np.log(c_plus / c_minus) / (2 * delta)
assert abs(slope - p) < 0.01  # the two finite meshes err in opposite senses
points, weights = np.polynomial.legendre.leggauss(4)
mean_p = 0.0
for point, weight in zip(points, weights):
    eps_gap = eps_air * kappa ** ((point + 1) / 2)
    share = potential_bound(permittivity(eps_gap))[1]
    mean_p += weight / 2 * share[gap].sum()
ratio_from_mean = kappa ** (-mean_p)
assert abs(ratio_from_mean - new_lo / old_lo) < 0.01

# Plates alone: material outside the gap is given negligible permittivity.
tiny = 1e-9
plate_old_eps = permittivity(eps_low, tiny, tiny)
plate_old = potential_bound(plate_old_eps)[0]
plate_new = potential_bound(permittivity(eps_air, tiny, tiny))[0]
plate_ratio = plate_new / plate_old
plate_formula = 2 * eps_low * height / spacing / (4 * np.pi)
assert abs(plate_old / plate_formula - 1) < 1e-6
assert abs(plate_ratio - 1 / kappa) < 1e-6

# Half of the gap height replaced: the parallel bound must be attained.
half = gap & (iy < (bottom + top) // 2)
half_eps = plate_old_eps.copy()
half_share = potential_bound(plate_old_eps)[1][half].sum()
half_eps[half] = eps_air
half_ratio = potential_bound(half_eps)[0] / plate_old
assert abs(half_ratio - (1 - half_share * (1 - 1 / kappa))) < 1e-6

# Retained sidewall layers: the series bound must be attained.
liner = 10.0
n_liner = round(liner / step)
core = gap & (ix >= left + n_liner) & (ix < right - n_liner)
liner_eps = permittivity(eps_cap, tiny, tiny)
liner_eps[core] = eps_low
liner_old, liner_share = potential_bound(liner_eps)
liner_p = liner_share[core].sum()
liner_eps[core] = eps_air
liner_ratio = potential_bound(liner_eps)[0] / liner_old
assert abs(liner_ratio - 1 / (1 + liner_p * (kappa - 1))) < 1e-6

# Separate line-to-line fringe, plane coupling and the retained cap.
fringe_old, _, fringe_old_hi, fringe_share = capacitance(
    permittivity(eps_low, eps_low, eps_low), planes=False)
fringe_new, fringe_new_lo, _, _ = capacitance(
    permittivity(eps_air, eps_low, eps_low), planes=False)
fringe_ratio = fringe_new / fringe_old
assert fringe_new_lo / fringe_old_hi > 1 / kappa
nocap_old = capacitance(permittivity(eps_low, eps_low, eps_low))[0]
nocap_new = capacitance(permittivity(eps_air, eps_low, eps_low))[0]
nocap_ratio = nocap_new / nocap_old
assert plate_ratio < fringe_ratio < nocap_ratio < ratio
assert new_share[cap].sum() > old_share[cap].sum()
cap_only, cap_only_lo, _, _ = capacitance(
    permittivity(eps_air, eps_air, eps_cap))
assert cap_only_lo / old_hi > 1 / kappa
vacuum = capacitance(permittivity(1.0, 1.0, 1.0))[0]

hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
unit = 1 / (hartree * bohr)
to_af_um = 4 * np.pi * const.epsilon_0 * 1e12
cu = "e^2/(eV angstrom)"
print(f"line width, spacing, height: {width:g}, {spacing:g}, {height:g} angstrom")
print(f"plane distance below, above: {below:g}, {above:g} angstrom")
print(f"cap thickness: {cap_thickness:g} angstrom; mesh step: {step:g} angstrom")
print(f"permittivity low-k, cap, air: {eps_low:g}, {eps_cap:g}, {eps_air:g} (relative)")
print(f"kappa: {kappa:.4f} (dimensionless)")
print(f"atomic unit of capacitance per length: {unit:.6f} {cu}")
print(f"C before, lower and upper: {old_lo*unit:.5f}, {old_hi*unit:.5f} {cu}")
print(f"C before, midpoint: {old*unit:.5f} {cu}")
print(f"C before, converted: {old*to_af_um:.1f} aF/micrometre")
print(f"C after, lower and upper: {new_lo*unit:.5f}, {new_hi*unit:.5f} {cu}")
print(f"C after, midpoint: {new*unit:.5f} {cu}")
print(f"C after, converted: {new*to_af_um:.1f} aF/micrometre")
print(f"naive C after, C before/kappa: {old/kappa*unit:.5f} {cu}")
print(f"C after/C before: {ratio:.4f}; naive ratio: {1/kappa:.4f}")
print(f"enclosure of ratio: {new_lo/old_hi:.4f} to {new_hi/old_lo:.4f}")
print(f"reduction actual, naive: {100*(1-ratio):.1f}, {100*(1-1/kappa):.1f} percent")
print(f"series and parallel bounds on ratio: {series_bound:.4f}, {parallel_bound:.4f}")
for name, shares in (("before", old_share), ("after", new_share)):
    print(f"energy share {name}, gap: {shares[gap].sum():.4f}")
    print(f"energy share {name}, cap: {shares[cap].sum():.4f}")
    print(f"energy share {name}, surrounding low-k: {shares[surround].sum():.4f}")
print(f"d ln C/d ln eps_gap before, from flux solutions: {slope:.4f}")
print(f"mean gap share over ln eps_gap: {mean_p:.4f}")
print(f"ratio from mean gap share: {ratio_from_mean:.4f}")
print(f"plates alone, C before: {plate_old*unit:.5f} {cu}")
print(f"plates alone, ratio: {plate_ratio:.4f}")
print(f"half gap height replaced, initial share, ratio: {half_share:.4f}, {half_ratio:.4f}")
print(f"sidewall layer thickness each: {liner:g} angstrom")
print(f"sidewall layers kept, core share, ratio: {liner_p:.4f}, {liner_ratio:.4f}")
print(f"no planes or cap, initial gap share: {fringe_share[gap].sum():.4f}")
print(f"no planes or cap, ratio: {fringe_ratio:.4f}")
print(f"planes but no cap, C before, after: {nocap_old*unit:.5f}, {nocap_new*unit:.5f} {cu}")
print(f"planes but no cap, ratio: {nocap_ratio:.4f}")
print(f"all low-k to air, cap kept, C: {cap_only*unit:.5f} {cu}")
print(f"all low-k to air, cap kept, C/C before: {cap_only/old:.4f}")
print(f"all vacuum, C: {vacuum*unit:.5f} {cu}")
print(f"effective permittivity before, after: {old/vacuum:.4f}, {new/vacuum:.4f} (relative)")
print("tests ok")
```

Output:

```
line width, spacing, height: 100, 100, 200 angstrom
plane distance below, above: 200, 200 angstrom
cap thickness: 50 angstrom; mesh step: 2 angstrom
permittivity low-k, cap, air: 3, 5, 1 (relative)
kappa: 3.0000 (dimensionless)
atomic unit of capacitance per length: 0.069446 e^2/(eV angstrom)
C before, lower and upper: 0.12666, 0.12682 e^2/(eV angstrom)
C before, midpoint: 0.12674 e^2/(eV angstrom)
C before, converted: 203.1 aF/micrometre
C after, lower and upper: 0.08114, 0.08146 e^2/(eV angstrom)
C after, midpoint: 0.08130 e^2/(eV angstrom)
C after, converted: 130.3 aF/micrometre
naive C after, C before/kappa: 0.04225 e^2/(eV angstrom)
C after/C before: 0.6415; naive ratio: 0.3333
enclosure of ratio: 0.6398 to 0.6431
reduction actual, naive: 35.9, 66.7 percent
series and parallel bounds on ratio: 0.4845, 0.6454
energy share before, gap: 0.5319
energy share before, cap: 0.1777
energy share before, surrounding low-k: 0.2904
energy share after, gap: 0.2822
energy share after, cap: 0.2762
energy share after, surrounding low-k: 0.4416
d ln C/d ln eps_gap before, from flux solutions: 0.5336
mean gap share over ln eps_gap: 0.4030
ratio from mean gap share: 0.6423
plates alone, C before: 0.06632 e^2/(eV angstrom)
plates alone, ratio: 0.3333
half gap height replaced, initial share, ratio: 0.5000, 0.6667
sidewall layer thickness each: 10 angstrom
sidewall layers kept, core share, ratio: 0.8696, 0.3651
no planes or cap, initial gap share: 0.6628
no planes or cap, ratio: 0.5549
planes but no cap, C before, after: 0.11714, 0.07174 e^2/(eV angstrom)
planes but no cap, ratio: 0.6125
all low-k to air, cap kept, C: 0.05577 e^2/(eV angstrom)
all low-k to air, cap kept, C/C before: 0.4401
all vacuum, C: 0.03905 e^2/(eV angstrom)
effective permittivity before, after: 3.2459, 2.0821 (relative)
tests ok
```
